# Resistance Change of n-Type Silicon Beside a Through-Silicon Via

## The problem

A copper via of radius \(R=2.5\) µm stands along [001] in a wide (001) silicon wafer. On cooling, copper shrinks more than silicon and pulls on it, so that the radial stress in the silicon at the via edge is \(S=325\) MPa, counted positive in tension. A narrow n-type resistor near the via carries current along [110]. The piezoresistance coefficients of the silicon are \(\pi_{11}=-1.02\), \(\pi_{12}=0.53\) and \(\pi_{44}=-0.136\) per GPa.

(a) Take silicon as elastically isotropic and its resistivity as linear in stress. Does the resistance change reach five percent anywhere outside the via?

(b) Does the verdict survive when these two assumptions are dropped?

## A tempting solution

Put the resistor on the [110] line through the via axis. The current then flows along the radial stress. For stress along a [110] current the longitudinal coefficient is

\[
\pi_L=\tfrac12(\pi_{11}+\pi_{12}+\pi_{44})
=\tfrac12(-1.02+0.53-0.136)=-0.313\ \text{per GPa}.
\]

At the edge this gives \(\Delta\rho/\rho=-0.313\times0.325=-10.2\,\%\). The stress falls as \(1/r^2\), so the change would exceed five percent out to \(r=R\sqrt{10.2/5}=1.43R\). The answer to (a) would be yes.

## Where it goes wrong

The coefficient \(\pi_L\) is correct, but it gives the whole change only when the stress along the current is the only stress. Beside a via it is not: the silicon around the hole also carries a hoop stress, which at this place acts across the current. To see how large it is, we need the elastic field.

Let \(u(r)\) be the radial displacement, with no axial strain. The strains are \(\varepsilon_{rr}=u'\) and \(\varepsilon_{\theta\theta}=u/r\), and their sum is the dilatation \(e=u'+u/r\). With Lamé constants \(\lambda\) and \(\mu\), Hooke's law reads

\[
\sigma_{rr}=\lambda e+2\mu u',\qquad
\sigma_{\theta\theta}=\lambda e+2\mu\frac ur,\qquad
\sigma_{zz}=\lambda e .
\]

Radial equilibrium requires \(\sigma_{rr}'+(\sigma_{rr}-\sigma_{\theta\theta})/r=0\). Inserting the stresses gives

\[
\lambda e'+2\mu\left(u''+\frac{u'}r-\frac u{r^2}\right)=(\lambda+2\mu)\,e'=0,
\]

because the bracket is the derivative of \(e\). Hence \(e\) is a constant, \(2A\), and \(u=Ar+C/r\). Far from the via the stress is \(2(\lambda+\mu)A\), which must vanish in a wide wafer, so \(A=0\) and \(e=0\). What remains is

\[
\sigma_{rr}=-\frac{2\mu C}{r^2}=s,\qquad \sigma_{\theta\theta}=-s,\qquad
\sigma_{zz}=0,\qquad s=S\left(\frac Rr\right)^2 .
\]

The constant \(C\) is negative: the silicon is drawn toward the copper. The hoop stress is as large as the radial stress and of opposite sign. The tempting solution left out a compression of 325 MPa.

## The right solution of (a)

**Resistivity change.** Let \(x=[100]\), \(y=[010]\), \(z=[001]\), and write the field as \(E_i=\rho\sum_j(\delta_{ij}+\Delta_{ij})J_j\), where \(\rho\) is the unstressed resistivity. In a cubic crystal the linear law is

\[
\Delta_{xx}=\pi_{11}\sigma_{xx}+\pi_{12}(\sigma_{yy}+\sigma_{zz}),\qquad
\Delta_{xy}=\pi_{44}\sigma_{xy},
\]

and likewise for the other axes. With the current density held along \(\mathbf n=(1,1,0)/\sqrt2\), the field along the current changes by the fraction

\[
\Delta_{LL}=\mathbf n\cdot\Delta\cdot\mathbf n
=\tfrac12(\Delta_{xx}+\Delta_{yy})+\Delta_{xy}.
\]

Adding the two diagonal elements gives

\[
\Delta_{LL}=\tfrac12(\pi_{11}+\pi_{12})(\sigma_{xx}+\sigma_{yy})
+\pi_{12}\sigma_{zz}+\pi_{44}\sigma_{xy}. \tag{1}
\]

The isotropic via field has \(\sigma_{zz}=0\) and \(\sigma_{xx}+\sigma_{yy}=\sigma_{rr}+\sigma_{\theta\theta}=0\), since the trace does not depend on the axes. The large coefficients \(\pi_{11}\) and \(\pi_{12}\) therefore drop out.

**Shear stress in cube axes.** Let \(\theta\) be the azimuth measured from [110], and let L and T denote the directions along and across the current. Projecting the radial and hoop stresses gives

\[
\sigma_{LL}=s\cos^2\theta-s\sin^2\theta=s\cos2\theta,\qquad
\sigma_{TT}=-s\cos2\theta .
\]

In cube axes the same two stresses are \(\tfrac12(\sigma_{xx}+\sigma_{yy})\pm\sigma_{xy}\), with the plus sign for L. Their difference gives \(\sigma_{xy}=\tfrac12(\sigma_{LL}-\sigma_{TT})=s\cos2\theta\). Equation (1) becomes

\[
\frac{\Delta\rho}{\rho}=\pi_{44}\,S\left(\frac Rr\right)^2\cos2\theta. \tag{2}
\]

**Bound.** Outside the via \((R/r)^2\le1\), and \(|\cos2\theta|\le1\). Hence

\[
\left|\frac{\Delta\rho}{\rho}\right|\le|\pi_{44}|S=0.136\times0.325=4.42\,\% .
\]

The answer to (a) is no for this plane field, which is that of a long via well below the wafer surface. The bound is attained at the edge: the change is \(-4.42\,\%\) on the [110] azimuth, where the current runs along the tension, and \(+4.42\,\%\) on the \([\bar110]\) azimuth, where it runs along the compression. On the cube-axis azimuths the linear change is zero.

The missing term of the tempting solution can now be put back. The transverse coefficient is \(\pi_T=\tfrac12(\pi_{11}+\pi_{12}-\pi_{44})=-0.177\) per GPa, and the hoop stress contributes \(-0.177\times(-0.325)=+5.75\,\%\). Together with \(-10.17\,\%\) this makes \(-4.42\,\%\), as equation (2) says.

**Margin.** Five percent would need an edge stress of \(0.05/0.136\) GPa, which is 368 MPa. At the given stress, equation (2) formally reaches five percent at \(r=R\sqrt{4.42/5}=0.940R=2.35\) µm, inside the copper, where the formula does not apply. The change on the [110] azimuth falls to one percent at \(R\sqrt{4.42}\), or 5.26 µm.

**From resistivity to resistance.** In a narrow resistor of uniform section the voltage is the integral of the field along its length, so the relative resistance change is the mean of \(\Delta_{LL}\) along it. A mean cannot exceed the largest local magnitude, and the bound carries over. For a resistor on the [110] line from \(r=a\) to \(r=b\),

\[
\frac{\Delta R_{\rm res}}{R_{\rm res}}
=\frac{\pi_{44}S}{b-a}\int_a^b\frac{R^2}{r^2}\,dr
=\frac{\pi_{44}SR^2}{b-a}\left(\frac1a-\frac1b\right)
=\pi_{44}S\,\frac{R^2}{ab}.
\]

With \(a=2.5\) µm and \(b=12.5\) µm the last factor is 0.2, and the change is \(-0.88\,\%\). Most of this resistor lies in weakly stressed silicon.

## Part (b): the linear law near the via

The small result in (a) comes from a cancellation, and a cancellation at first order says nothing about second order. On the [100] azimuth \(\sigma_{xx}=s\) and \(\sigma_{yy}=-s\). At the edge the linear law then changes the resistivity along \(x\) by \((\pi_{11}-\pi_{12})S=-1.55\times0.325=-50\,\%\), and that along \(y\) by \(+50\,\%\). A [110] current sees the mean of the two, which is zero. Changes of one half are too large for a linear law to be trusted.

**Valley repopulation.** The conduction electrons of silicon occupy three pairs of valleys, along \(x\), \(y\) and \(z\). A valley has a heavy mass \(m_l\) along its own axis and a light mass \(m_t\) across it. Strain shifts the energy of valley pair \(i\) by \(\Xi_u\varepsilon_{ii}\), apart from a shift common to all, and electrons move to the lower valleys. Take rough typical values: \(m_l=0.92\) and \(m_t=0.19\) electron masses, \(\Xi_u=9.0\) eV, and compliances \(s_{11}=7.7\), \(s_{12}=-2.1\), \(s_{44}=12.6\) per TPa. The scattering time is taken as the same in all valleys and unchanged by strain.

On the [100] azimuth \(\varepsilon_{xx}=(s_{11}-s_{12})s\), \(\varepsilon_{yy}=-\varepsilon_{xx}\) and \(\varepsilon_{zz}=0\). At the edge the shifts are \(\pm9.0\times0.0098\times0.325\) eV, or \(\pm28.7\) meV. At 300 K, where \(kT=25.85\) meV, their ratio to \(kT\) is \(\delta=1.11\).

The fraction of electrons in the \(x\) pair is

\[
w_x=\frac{e^{-\delta}}{1+e^{\delta}+e^{-\delta}}
\approx\frac{1-\delta+\delta^2/2}{3+\delta^2}
\approx\frac13\left(1-\delta+\frac{\delta^2}{6}\right),
\]

where \(\delta^2/2-\delta^2/3=\delta^2/6\). The conductivity along \(x\) is proportional to \(w_x/m_l+(1-w_x)/m_t\), and without strain to \(\tfrac13(1/m_l+2/m_t)\). Their ratio is

\[
\frac{\kappa_x}{\kappa_0}=1+g\left(\delta-\frac{\delta^2}6\right),\qquad
g=\frac{1/m_t-1/m_l}{1/m_l+2/m_t}=0.360 .
\]

Along \(y\) the sign of \(\delta\) is reversed. Inverting each ratio to second order gives

\[
\frac{\rho_x}{\rho}=1-g\delta+\frac{g\delta^2}6+g^2\delta^2,\qquad
\frac{\rho_y}{\rho}=1+g\delta+\frac{g\delta^2}6+g^2\delta^2 .
\]

For a fixed [110] current density the relevant resistivity is the mean of the two:

\[
\frac{\Delta\rho}{\rho}\approx\left(g^2+\frac g6\right)\delta^2
=(0.130+0.060)\times1.11^2\approx23\,\% . \tag{3}
\]

The first-order terms cancel, while the second-order terms have the same sign and add. Since \(\delta\) is not small, the Boltzmann fractions should be kept in full, and they give \(+21\,\%\). This is more than four times the bound of part (a), at the very azimuth where the linear law predicts no change. For the isotropic field, reversing the stress merely exchanges \(x\) and \(y\), so this part of the change stays positive for a via that pushes.

How far can the model be trusted? It can be compared with the linear coefficient. Under a uniaxial stress \(\sigma\) along \(x\), the \(x\) valleys rise above the others by \(\Xi_u(s_{11}-s_{12})\sigma\). To first order \(w_x\) falls by \(\tfrac13\cdot\tfrac23\) of this energy over \(kT\), so that

\[
\pi_{11}=-\frac{2g}{3}\,\frac{\Xi_u(s_{11}-s_{12})}{kT}=-0.82\ \text{per GPa},
\]

against the adopted \(-1.02\). The model is about 20 % low in magnitude here. It gives the size of the second-order effect, not a precise prediction. Raising \(\Xi_u\) to 11.2 eV, so that the model reproduces \(-1.02\), turns the 21 % into 31 % and moves the five percent radius found below from \(1.48R\) to \(1.64R\).

**How far out it matters.** At a general azimuth \(\sigma_{xx}=-\sigma_{yy}=-s\sin2\theta\), so \(\delta\) in equation (3) is multiplied by \((R/r)^2|\sin2\theta|\). Write \(q=(R/r)^2\), \(c=\cos2\theta\), \(B=|\pi_{44}|S=0.0442\), and \(Q=0.233\) for the second-order estimate at the edge. Adding the linear term (2) gives

\[
f(c)=-Bqc+Qq^2(1-c^2).
\]

The derivative vanishes at \(c=-B/(2Qq)\), and there

\[
f_{\max}=Qq^2+\frac{B^2}{4Q}=0.233\,q^2+0.0021 .
\]

Setting this to 0.05 gives \(q=0.453\), for which \(c=-0.21\) is an allowed value, and \(r=R/\sqrt q=1.49R\). With the full Boltzmann fractions the radius is \(1.48R\), or about 3.7 µm. Within this model, then, five percent is exceeded at some azimuths in a ring about 1.2 µm wide around the via. These are local values, and a resistor averages them along its length. The worst-placed narrow [110] resistor outside the via changes by about 14 % if it is 1 µm long and 8.5 % if it is 5 µm long, and it drops to five percent at a length of about 10 µm. These figures are the limit of vanishing width, and a finite width lowers them. Under the uniform stress of the cube-axis edge point a square resistor changes by about 13 % and one five times longer than wide by about 19 %, instead of 21 %; beside the via a resistor 5 µm long and 0.5 µm wide changes by roughly 6 %.

**A wide, short resistor.** Between wide contacts placed close together the field, not the current, is held along [110], and current may flow sideways. The two conductivities are then averaged instead of the two resistivities. At the same edge point the full fractions give \(+5.9\,\%\) instead of \(+21\,\%\). To first order the two geometries agree; at this stress they do not. The \(+5.9\,\%\) rests on the fixed scattering time. When intervalley scattering is allowed to change with the valley shifts, it falls to about \(+4\,\%\) or below, and for some common sets of phonon couplings it changes sign, while the narrow-resistor value stays near 20 %.

## Part (b): cubic elasticity

Silicon is stiffer along [110] than along [100], which disturbs the balance of radial and hoop stress. To size this, load the edge of a round hole in a cubic crystal with a uniform radial tension \(S\), and find the hoop stress on the \(\langle110\rangle\) azimuths. This load moves the edge purely radially and by the same amount at every azimuth, so it is also the load of a long, bonded, elastically isotropic via.

Use axes X = [110] and Y = \([\bar110]\), with in-plane compliances \(b_{11},b_{12},b_{66}\). Derive the stresses from an Airy function: \(\sigma_{XX}=U_{YY}\), \(\sigma_{YY}=U_{XX}\), \(\sigma_{XY}=-U_{XY}\). Compatibility of the strains requires

\[
b_{11}(U_{XXXX}+U_{YYYY})+(2b_{12}+b_{66})U_{XXYY}=0 .
\]

A function of \(X+mY\) solves this if \(m^4+hm^2+1=0\), with \(h=(2b_{12}+b_{66})/b_{11}\). Let \(m_1,m_2\) be the roots with positive imaginary part. Then \(m_1m_2=-1\), and \((m_1+m_2)^2=-h-2\), so \(m_1+m_2=i\sqrt{h+2}\).

Write \(U_X=2\,\mathrm{Re}\sum\phi_k\) and \(U_Y=2\,\mathrm{Re}\sum m_k\phi_k\), where \(\phi_k\) depends on \(X+m_kY\). To find the edge values of a decaying solution, write \(X+m_kY=\tfrac R2\left[(1-im_k)\zeta+(1+im_k)/\zeta\right]\). At the edge point at angle \(\vartheta\) from X this holds with \(\zeta=e^{i\vartheta}\). Because \(m_k\) has a positive imaginary part, \(|1+im_k|<|1-im_k|\), and the region outside the hole corresponds to \(|\zeta|>1\). The function \(\phi_k=A_kR/\zeta\) is therefore smooth there and decays, and on the edge it equals \(A_kRe^{-i\vartheta}\). This form is enough to meet the load below. The required traction is that of \(U=S(X^2+Y^2)/2\), so \(U_X=SR\cos\vartheta\) and \(U_Y=SR\sin\vartheta\) there. Comparing coefficients gives

\[
\sum A_k=\frac S2,\qquad \sum m_kA_k=\frac{iS}2 .
\]

At \(\vartheta=0\), \(d\phi_k/d\vartheta=-iA_kR\) and \(d(X+m_kY)/d\vartheta=m_kR\). The hoop stress is therefore \(2\,\mathrm{Re}\sum(-iA_k/m_k)\). Since \(m_1m_2=-1\), we have \(1/m_k=m_k-(m_1+m_2)\), and so

\[
\sigma_{\rm hoop}=2\,\mathrm{Re}\left[-i\left(\frac{iS}2-\frac{iS}2\sqrt{h+2}\right)\right]
=-S\left(\sqrt{h+2}-1\right).
\]

For an isotropic solid \(h=2\) and the hoop stress is \(-S\), as before.

In a thin plate (plane stress) the compliances in the rotated axes are

\[
b_{11}=\frac{s_{11}+s_{12}}2+\frac{s_{44}}4=5.95,\quad
b_{12}=\frac{s_{11}+s_{12}}2-\frac{s_{44}}4=-0.35,\quad
b_{66}=2(s_{11}-s_{12})=19.6
\]

per TPa. Hence \(h=3.18\), the hoop stress is \(-1.275S\), and the trace is \(-0.275S=-89\) MPa. By symmetry the same holds on the \([\bar110]\) azimuth. There the current runs along the hoop direction, so \(\sigma_{xy}=-\tfrac12(325+414)=-370\) MPa. Equation (1) gives

\[
\Delta_{LL}=-0.245\times(-0.089)+(-0.136)\times(-0.370)=2.2\,\%+5.0\,\%=7.2\,\% .
\]

A scan of the whole edge finds the same maximum. In a long via (plane strain), \(s_{12}^2/s_{11}\) is subtracted from \(b_{11}\) and \(b_{12}\). An axial stress of \(-s_{12}/s_{11}\) times the trace then appears and partly offsets the first term of equation (1). The largest trace is 98 MPa in magnitude and the largest change 6.1 %. Thus the five percent limit is passed even within linear piezoresistance once the crystal's own elasticity is used, though only near the \([\bar110]\) azimuth and within a shell less than \(0.1R\), or 0.25 µm, wide. Averaged along a narrow resistor, this correction alone exceeds five percent only for lengths below about 2.5 µm in plane stress and below 2 µm in plane strain.

## Verdict and the real device

The answer to (b) is no: each correction alone carries the change past five percent near the via. The claim that n-type silicon with a [110] current stays below five percent is a result of first-order piezoresistance with isotropic elasticity and the plane stress field of a long via. It is not a safe rule for placing short, lightly doped bulk n-type resistors next to a via; in the present model the worst-placed narrow resistor beside a single via averages the change down to five percent at a length of about 10 µm in the deep plane field, but only at about 20 µm in the surface field described below, and near 30 µm there if \(\Xi_u\) is raised to 11.2 eV.

A radius of a few micrometres and an edge stress of some hundreds of MPa are, roughly, in the range of copper vias. The assumption that fails most is linearity, which moves the edge value on the cube-axis azimuths from 0 to about 21 % with the isotropic stress. In the cubic crystal the hoop formula, now with \(h=(2s_{12}+s_{44})/s_{11}=1.09\), gives only \(-0.76S\) on these azimuths in plane stress, and the valley model then yields 14 to 15 % for the two elastic limits, or 18 to 20 % if the stress is reversed. At 400 K, with the stress held at 325 MPa, the 21 % becomes 12 %, because the shift is then smaller relative to \(kT\); in a real via, heating would also relax the stress. Two further effects at the edge are smaller. At the edge on the [110] azimuth the isotropic via stress strains the silicon by \(+\tfrac12s_{44}S\) along the current, by \(-\tfrac12s_{44}S\) across it in the wafer plane, and not at all along \(z\). The ratio of length to cross-section, and with it the resistance, therefore rises by \(s_{44}S=0.41\,\%\), opposite in sign to the resistivity change there. The same shear lowers the \(z\) valleys at second order: a rough two-band estimate with a shear deformation potential near 14 eV gives under 2 meV, which moves the local resistivity change there from \(-4.4\) to about \(-5.2\,\%\). At \(10^{16}\) electrons per cm³ the density is \(3.6\times10^{-4}\) of the band's effective density of states, so Boltzmann fractions are justified. Heavier doping weakens the repopulation: with Fermi-Dirac fractions and an energy-independent scattering time the 21 % falls to about 16 % at \(10^{19}\) and 4 % at \(10^{20}\) per cm³. The bulk model also does not describe a transistor channel on (001), where confinement already favours the \(z\) valleys; lowering them by 60 meV in this model cuts the change to below 5 %.

Several things remain outside these estimates, among them the change of the scattering time with strain, the joint action of the two corrections away from the cube-axis edge points, a full treatment of the second-order effect of shear strain on the valleys, the three-dimensional stress near the wafer surface, where devices sit, and the insulating liner between copper and silicon, and any departure of the copper from a uniform elastic fill, such as grain texture or plastic flow. The surface effect is not small. Take copper and silicon as isotropic with equal elastic constants and Poisson ratio \(\nu=0.28\), and let \(S\) be the edge stress deep in the wafer. On the free surface the radial and hoop stresses are still equal and opposite but larger by \(2(1-\nu)=1.44\), which raises the linear bound to 6.4 %, the valley estimate at the edge to about 39 % and the five percent radius to about \(1.8R\). Just below the surface they no longer cancel: at a depth of 0.1 µm and \(r=1.05R\) the linear change alone reaches about \(+9\,\%\), on the \([\bar110]\) azimuth. The radius of about 3.7 µm is therefore no guarantee that real silicon stays below five percent beyond it.

## Table of computed values

```
pi11, pi12, pi44 = -1.02, 0.53, -0.136 per GPa
edge stress S = 325 MPa
via radius R = 2.5 um
s11, s12, s44 = 7.7, -2.1, 12.6 per TPa
deformation potential = 9.0 eV
masses m_l, m_t = 0.92, 0.19 electron masses
temperature = 300 K, kT = 25.85 meV
-- linear law, isotropic elasticity --
bound |pi44| S = 4.42 %
largest change on the grid = 4.42 %
edge change at [110] azimuth = -4.42 %
edge change at <100> azimuth = 0.00 %
edge change at [-110] azimuth = +4.42 %
edge stress needed for 5 % = 368 MPa
formal 5 % radius = 2.35 um
formal 5 % radius / R = 0.940
1 % radius at [110] azimuth = 5.26 um
radial resistor from 2.5 to 12.5 um
its mean change = -0.88 %
-- valley repopulation --
mass factor g = 0.360
valley shift at edge = 28.7 meV
delta = shift/kT = 1.11
second-order estimate = +23.3 %
full sum, narrow resistor, <100> edge = +21.1 %
full sum, wide short resistor, same = +5.9 %
narrow resistor at 400 K, same S = +12.4 %
pi11 from the valley model = -0.82 per GPa
valleys + pi44 reach 5 % at r = 3.69 um
that radius / R = 1.48
-- elastic anisotropy, linear law at the edge --
largest trace, plane stress = 89 MPa
largest trace, plane strain = 98 MPa
largest change, plane stress = 7.22 %
largest change, plane strain = 6.08 %
-- smaller effects --
dimension change at [110] edge = +0.41 %
electron density = 1e+16 per cm3
density / band density of states = 3.6e-04
```
